# Mesh convergence of periodic exchange: auxiliary functions and the truncated kernel, part 2

A periodic Hartree-Fock calculation sums the exchange energy over a mesh with weight \(v(Q)=4\pi e^2/Q^2\), infinite at \(\mathbf Q=0\). The repairs are an auxiliary function \(F\) (Madelung, GB-cos, GB-Gauss) or a kernel cut off at radius \(R_c\) (SA). Units are Gaussian; \(E\) is the exact energy per cell.

There are \(N_{\rm occ}\) doubly occupied bands with cell-periodic orbitals \(u_{n\mathbf k}\), cell volume \(\Omega\) and \(N_k=N^3\) mesh points. The supercell has volume \(V=N_k\Omega\), vectors \(\mathbf T\) and, if simple cubic, edge \(L=Na\). \(\mathbf Q=\mathbf q+\mathbf G\) combines mesh differences and reciprocal lattice vectors. In an insulator the density matrix \(\gamma\) decays as \(e^{-\mu r}\) and the sign-reversed exchange hole \(P\) as \(e^{-2\mu r}\). The Fourier transform of \(P\) is, for cubic symmetry,
\[
S(\mathbf Q)=N_{\rm occ}-\tfrac13\Omega_IQ^2+A\sum_iQ_i^4+BQ^4+O(Q^6),
\]
with \(\Omega_I\) the trace of the averaged quantum metric \(\langle g_{ab}\rangle\). Subscript \(N\) marks mesh quantities.

**Auxiliary function.** Primes omit the singular term or \(\mathbf T=0\).
\[
E_{\rm GB}=-\frac1V{\sum_{\mathbf Q}}'v\,S_N-4\pi e^2N_{\rm occ}\chi,\qquad \chi=\int_{\rm BZ}\frac{d^3q}{(2\pi)^3}F-\frac1V{\sum_{\mathbf q}}'F(\mathbf q).
\]
GB-cos uses
\[
F=\frac{a^2}{6-2\sum_i\cos q_ia},
\]
with zone average \(a^2W\). For GB-Gauss, of width \(\tau\), \(4\pi\chi_\tau\) equals
\[
\frac ML-\frac{4\pi\tau}{V}+{\sum_{\mathbf T}}'\frac{{\rm erfc}(T/2\sqrt\tau)}{T},
\]
with \(M=2.8372975\); Madelung is \(\tau\to0\). The uncorrected error is \(+N_{\rm occ}e^2M/L\) at leading order. The others are
\[
E_{\rm GB\text{-}cos}-E=-\frac{4\pi e^2}V\Big(\frac{\Omega_I}3-N_{\rm occ}\kappa a^2\Big),\qquad
E_{\rm GB\text{-}Gauss}-E=-\frac{4\pi e^2}V\Big(\frac{\Omega_I}3-N_{\rm occ}\tau\Big),
\]
where \(\kappa=\frac{Z(2)}{12}-\frac1{20}=0.042900\). At the matched \(\tau=\Omega_I/(3N_{\rm occ})\) the remainder is \(-16\pi^3e^2A\,Z(1)/L^5\). The lattice sums are \(Z(1)=0.451103\) and \(Z(2)=1.114797\).

Block (b): the integral of \((4\pi t)^{-3/2}e^{-T^2/4t}dt\) from \(\tau\) to \(\infty\) is \({\rm erf}(T/2\sqrt\tau)/(4\pi T)\). Block (c), for anisotropic terms: a non-smooth term of degree \(d\) in \(Q\) contributes at order \(L^{-3-d}\).

**Truncated kernel.** \(v_c(Q)=\frac{4\pi e^2}{Q^2}\,(1-\cos QR_c)\), \(v_c(0)=2\pi e^2R_c^2\). SA takes \(R_c=(3V/4\pi)^{1/3}\), which is \(0.62035L\) for the cube, where \(v_c(0)/V=2.41799\,e^2/L\). Its errors are the lost tail (positive, \(e^{-2\mu R_c}\)), image holes inside the sphere (negative, \(e^{-2\mu(L-R_c)}\)) and interference (either sign, \(e^{-\mu L}\), present in every setting). These rates are attained when decay is isotropic or slowest along the cube axes.

## Procedure

For the auxiliary function: build the pair densities \(u^*_{n\mathbf k}u_{m\mathbf k'}\) and transform them; sum with \(4\pi e^2/|\mathbf q+\mathbf G|^2\), omitting only \(\mathbf q+\mathbf G=0\); compute \(\chi\) once per lattice and mesh; subtract \(4\pi e^2N_{\rm occ}\chi\) from the energy per cell and \(4\pi e^2\chi\) from each occupied level. For the truncated kernel: compute \(R_c\) from the supercell volume \(N_k\Omega\), not from \(\Omega\); evaluate the kernel as \(8\pi e^2\sin^2(QR_c/2)/Q^2\), which avoids cancellation at small argument; set \(v_c(0)=2\pi e^2R_c^2\); sum all terms and add nothing. Both cost \(N_k^2N_{\rm occ}^2\) Fourier transforms for the energy, beside which \(\chi\) and \(v_c\) are negligible. In both schemes \(\chi\) or \(R_c\) changes with the cell, and that dependence belongs in the stress.

## Model insulator

Place one orbital \(\phi\propto e^{-\alpha r^2}\) on each site of a simple cubic lattice and fill the band they span, \(\gamma=\sum_{\mathbf R\mathbf R'}\phi_{\mathbf R}(\mathcal S^{-1})_{\mathbf R\mathbf R'}\phi_{\mathbf R'}\) with \(\mathcal S\) the overlap matrix and \(N_{\rm occ}=1\). The occupied space is prescribed and there is no self-consistency. Orbitals and lattice factorise in \(x,y,z\), so \(S=s_1(Q_x)s_1(Q_y)s_1(Q_z)\).

The Fourier transform of \(e^{-\alpha x^2}\) is proportional to \(e^{-\beta k^2}\) with \(\beta=1/4\alpha\), so \(u_k\) has plane-wave coefficients \(e^{-\beta(k+G)^2}/\sqrt{\vartheta(k)}\) with \(\vartheta(k)=\sum_Ge^{-2\beta(k+G)^2}\). Poisson summation makes \(\vartheta\) proportional to \(\theta(k)=\sum_np^{n^2}e^{ikna}\) with \(p=e^{-a^2/8\beta}=e^{-\alpha a^2/2}\), the nearest-neighbour overlap. The identity \(x^2+(x+Q)^2=2(x+Q/2)^2+Q^2/2\) with \(x=k+G\) gives the overlap of \(u_k\) and \(u_{k+Q}\), and squaring it,
\[
s_1(Q)=e^{-\beta Q^2}h(Q),\qquad h(Q)=\Big\langle\frac{\theta(k+Q/2)^2}{\theta(k)\,\theta(k+Q)}\Big\rangle_k .
\]

The decay rate is set by the zeros of \(\theta\) in \(z=e^{ika}\). At \(z=-p\) the term \(n\) is \((-1)^np^{n^2+n}\) and the term \(-1-n\) is \((-1)^{n+1}p^{n^2+n}\), so \(\theta=0\). Completing the square in the exponent gives \(\theta(p^2z)=\theta(z)/(pz)\). The winding number of \(\theta\) therefore drops by one from the circle \(|z|=\rho\) to the circle \(p^2\rho\), each such annulus contains exactly one zero, and the zeros are \(-p^{2m+1}\) and no others. The nearest has \(e^{-a\,{\rm Im}k}=p\), so \(\mu=\alpha a/2\) along each axis. The Laurent coefficients of \(1/\theta\), which are the elements of \(\mathcal S^{-1}\), behave as \((-p)^{|n|}\), and the interference term carries \((-p)^N\) and alternates in sign with \(N\). Because \(\gamma\) is a product, it decays as \(e^{-\mu(|x|+|y|+|z|)}\). The image charge entering the sphere is confined to tubes of fixed width around the axes at distance \(R_c\propto N\), which gives an SA error of the form \(N^{-1}e^{-2\mu(L-R_c)}\) times a bounded factor. That factor does not settle to a constant: \(P\) is modulated with the lattice period and \(R_c\) is not a multiple of \(a\), so it oscillates with \(N\), between about \(2.3\) and \(3.6\,e^2/a\) in magnitude for the parameters below and \(N\ge8\); on coarser meshes the interference term widens the range.

For the moments, shift \(k\to k-Q/2\) and set \(\ell=\ln\theta\). The averaged ratio is \(\exp[2\ell(k)-\ell(k-Q/2)-\ell(k+Q/2)]=\exp[-Q^2\ell''/4-Q^4\ell''''/192-\dots]\). Derivatives of a periodic function average to zero, so the first surviving term is \(\tfrac12(Q^2\ell''/4)^2\) and \(h=1+AQ^4+\dots\) with \(A=\langle(\ell'')^2\rangle/32\). Then \(S=e^{-\beta Q^2}(1+A\sum Q_i^4+\dots)\), so \(\Omega_I=3\beta\) exactly, independent of the overlap, and the matched width is \(\tau=\beta\).

The function \(h\) has period \(4\pi/a\), so \(h=\sum_jh_je^{iQja/2}\). Writing \(e^{-\beta Q^2}/Q^2=\int_\beta^\infty e^{-tQ^2}dt\), transforming each Gaussian and using the erf integral of block (b) with \(1/2\sqrt\beta=\sqrt\alpha\),
\[
E=-e^2\sum_{j_1j_2j_3}h_{j_1}h_{j_2}h_{j_3}\frac{{\rm erf}(\sqrt\alpha\,t_{\mathbf j})}{t_{\mathbf j}},\qquad t_{\mathbf j}=\tfrac12a|\mathbf j|,
\]
with the value \(2\sqrt{\alpha/\pi}\) at \(\mathbf j=0\). For isolated orbitals, \(p\to0\), \(h_j=\delta_{j0}\) and \(E=-2e^2\sqrt{\alpha/\pi}\), minus the Coulomb self-integral of the orbital. In that limit \(A=0\), \(S=e^{-\beta Q^2}\), and GB-Gauss with \(\tau=\beta\) is exact on every mesh.

## Worked example

The chosen inputs are \(a=2.54\) Å, which gives \(\Omega=16.387\) Å\(^3\), and \(\alpha a^2=3\), so \(\alpha=0.4650\) Å\(^{-2}\). With \(e^2=14.39965\) eV Å the energy unit is \(e^2/a=5.66915\) eV. Then \(p=e^{-1.5}=0.223130\), \(\mu a=1.5\), \(\mu=0.5906\) Å\(^{-1}\), \(\beta=a^2/12=0.53763\) Å\(^2\), \(\Omega_I=3\times0.53763=1.6129\) Å\(^2\) and \(A=0.0041452\,a^4\). The coefficients \(h_0,\dots,h_4\) are \(1.377938,\,-0.261209,\,0.082323,\,-0.013713,\,0.004134\), and \(h_4/h_2=0.0502\) is already near \(p^2=0.0498\). The exact energy is \(-2.189486592\,e^2/a=-12.4125318\) eV, against \(-11.079847\) eV for isolated orbitals.

At \(N=4\), \(L=10.16\) Å, the uncorrected sum is \(-8.501345\) eV. The Madelung correction is \(2.8372975/4\times5.66915=4.02127\) eV and gives \(-12.52261\) eV. For GB-cos, \(\chi=0.055205/a\), the correction is \(4\pi\times0.055205\times5.66915=3.93284\) eV, and the energy is \(-12.43418\) eV. For GB-Gauss at \(\tau=\beta\), \(4\pi\beta e^2/a^3=5.9367\) eV, the correction is \(4.02127-5.9367/64=3.92851\) eV, and the energy is \(-12.42985\) eV. For SA, \(R_c=0.62035\times10.16=6.3028\) Å, the \(\mathbf Q=0\) term is \(-2.41799/4\times5.66915=-3.42699\) eV, and the total is \(-12.467046\) eV. With \(R_c=L/2\) it is \(-12.421836\) eV.

The predicted asymptotic errors are \(+16.0851/N\) eV uncorrected; \(-4\pi/12=-1.04720\,e^2/a\), or \(-5.9367/N^3\) eV, for Madelung; \(-4\pi(0.083333-0.042900)=-0.50810\,e^2/a\), or \(-2.8805/N^3\) eV, for GB-cos; and \(-16\pi^3\times0.0041452\times0.451103=-0.92766\,e^2/a\), or \(-5.2590/N^5\) eV, for matched GB-Gauss. Extrapolation of the mesh sums gives \(2.83730\), \(-1.04720\), \(-0.50813\) and \(-0.92764\) in units of \(e^2/a\). The SA exponent is \(2\times1.5\times0.37965=1.1389\) per unit \(N\), and the fit of \(\ln(N|\Delta E|)\) over \(N=12\) to \(22\) gives \(1.1318\). The errors \(E_N-E\) in eV are:

| \(N\) | Madelung | GB-cos | GB-Gauss | SA | \(R_c=L/2\) |
|---|---|---|---|---|---|
| 2 | −1.12 | −3.19e−1 | −3.75e−1 | −9.24e−1 | −2.26e−1 |
| 3 | −1.95e−1 | +6.18e−2 | +2.52e−2 | −1.66e−1 | +8.79e−2 |
| 4 | −1.10e−1 | −2.17e−2 | −1.73e−2 | −5.45e−2 | −9.30e−3 |
| 5 | −4.67e−2 | −9.48e−3 | +7.57e−4 | −6.50e−3 | +3.58e−3 |
| 6 | −2.88e−2 | −9.88e−3 | −1.27e−3 | −3.92e−3 | −5.02e−4 |
| 8 | −1.18e−2 | −4.82e−3 | −1.91e−4 | −2.51e−4 | −2.65e−5 |
| 12 | −3.46e−3 | −1.57e−3 | −2.13e−5 | −1.65e−6 | −6.85e−8 |
| 16 | −1.45e−3 | −6.80e−4 | −5.03e−6 | −1.30e−8 | −1.72e−10 |
| 24 | −4.30e−4 | −2.05e−4 | −6.61e−7 | −9.9e−13 | rounding |

On coarse meshes the ranking in this example is mixed. SA beats Madelung at every \(N\) of the table, and \(R_c=L/2\) has the smallest error of all settings at \(N=2,4,6\). SA is worse than GB-cos at \(N=2,3,4\), and at \(N=8\) it is still worse than matched GB-Gauss, which it has overtaken by \(N=10\) (\(1.6\times10^{-5}\) against \(5.4\times10^{-5}\) eV). The alternating interference term is the same in the three auxiliary settings, which differ only in \(\chi\). Subtracting \(-5.2590/N^5\) eV from the GB-Gauss error leaves \(+47,\,-12,\,+2.4,\,-0.6\) meV at \(N=3,\dots,6\), alternating in sign and close in size to \(p^Ne^2/a=63,\,14,\,3.1,\,0.7\) meV. This remainder is mostly the interference term, with a small part from higher powers of \(1/N\). It makes GB-Gauss positive at \(N=3\) and \(5\). Removing it from GB-cos gives \(-11.9\) meV at \(N=5\) and \(-9.3\) meV at \(N=6\), so it is also why GB-cos is slightly worse at \(N=6\) than at \(N=5\). At \(N=4\) the GB-Gauss error of \(-17\) meV contains only \(-5.2590/1024=-5\) meV from the \(N^{-5}\) term, while \(p^4e^2/a=14\) meV is the scale of the interference. For \(R_c=L/2\) the error falls by a factor \(2.649\times10^{-5}/1.721\times10^{-10}\) between \(N=8\) and \(16\), an exponent of \(1.49\) per unit \(N\) against \(\mu a=1.5\). Its printed value at \(N=24\), \(2.5\times10^{-15}\) eV, is floating-point rounding, and rounding of this size limits the SA entry at \(N=24\) to two digits. The error stays below 1 meV from \(N=19\) (6859 points) for Madelung, \(15\) (3375) for GB-cos, \(7\) (343) for matched GB-Gauss and SA, and \(6\) (216) for \(R_c=L/2\).

## Choosing the setting

For an insulator on a near-cubic supercell with \(\mu L\) well above one, the truncated kernel is the setting for tight convergence. For \(R_c\ge L/2\) and a decay that is isotropic or slowest along the cube axes, each further decade costs on average \(\Delta N=\ln10/[2\mu a(1-R_c/L)]\), which is \(2.303/1.139\approx2\) in the example, whereas Madelung and GB-cos need \(N\) multiplied by \(10^{1/3}\), that is ten times as many points. Its energies should not be extrapolated with a power law. When the decay is isotropic or slowest along the shortest supercell vectors, half the shortest vector is the radius with the best exponent. For an elongated or flattened supercell the volume-matched radius can approach or exceed the shortest vector \(\mathbf T\). About half of each nearest image hole lies inside the sphere when \(R_c\) reaches \(|\mathbf T|\), and whole image holes beyond that. The mesh should be rebalanced to make the supercell compact, or \(R_c\) set by hand.

Where orbitals must be independent of the treatment, an auxiliary function is the choice. Unless \(\tau\) is matched, its residual is linear in \(1/N_k\) at leading order and can be extrapolated once the alternating and higher-order terms have died out. On coarse meshes neither family is uniformly better in the example. For GB-Gauss the best width is \(\tau=\Omega_I/(3N_{\rm occ})\), which can be estimated from \([N_{\rm occ}-S_N(\mathbf Q_1)]/(N_{\rm occ}Q_1^2)\) at the shortest mesh vector, with a relative error of order \(Q_1^2\). At \(N=4\), \(s_1(2\pi/L)=0.830913\) gives \(0.169087/(\pi/2)^2=0.0685\,a^2\) against \(0.0833\,a^2\), so a coarse mesh underestimates it. The erfc terms stay small only for \(\sqrt\tau\ll L\). Below cubic symmetry \(\langle g_{ab}\rangle\) has a traceless part, which adds a direction-dependent term of degree zero to \(S/Q^2\) and a further \(1/V\) error of the type of block (c), so the matching formula no longer removes the whole \(1/V\) term, unless the lattice sum of that traceless quadratic form vanishes. It vanishes by symmetry for every such form on a cubic supercell, and for particular forms on other supercells, for example \(Q_x^2-Q_y^2\) on a tetragonal supercell with its axis along \(z\).

In a metal the projector is discontinuous in \(\mathbf k\). \(S\) then falls linearly in \(|Q|\), which puts a term of degree \(-1\) in \(S/Q^2\) and leaves an auxiliary-function error of order \(L^{-2}\). The hole decays as \(r^{-4}\), so the lost tail \(\int_{R_c}^\infty r^2\,r^{-4}\,r^{-1}dr\) is also of order \(L^{-2}\), and the truncated kernel loses its exponential convergence. These orders refer to the exact \(S\). In a metal \(S_N-S\) is not exponentially small either: the mesh fills the Fermi volume in shells, which adds an irregular error to both families, a sizeable fraction of the \(L^{-2}\) term on practical meshes, so a smooth power-law extrapolation is unreliable. An insulator whose small gap opens along a whole Fermi surface, with small \(\mu\), behaves this way until \(L\) is of the order of \(1/\mu\). The model does not test these cases. Energies obtained with different settings or meshes should not be subtracted from one another unless each is converged, since the residuals differ in size and sign.

The numerical check below tests the kernel against radial quadrature and its \(Q\to0\) limit symbolically. It confirms that \(M\) does not depend on the Ewald width and recovers \(\kappa=0.042899\) from direct mesh sums of the cosine function. It builds \(\gamma_N\) in real space on a ring of sites, from a numerically integrated and inverted overlap matrix, and compares the resulting \(s_1\), the SA energy at \(N=4\) (\(-12.467046\) eV) and the exact energy (\(-12.4125318\) eV) with the reciprocal-space formulas. It obtains the metric by finite differences (\(0.083333\,a^2\)), checks the moments and decay ratio of \(h_j\), and compares the four power-law coefficients, extrapolated from \(N=24\) and \(48\), and the fitted SA exponent with the derived values.

## Table of computed values

```
a = 2.54 A, Omega = 16.387 A^3, alpha a^2 = 3.0, alpha = 0.4650 A^-2
e^2 = 14.39965 eV A, e^2/a = 5.66915 eV
p = 0.223130, mu a = 1.500, mu = 0.5906 A^-1
beta = 0.083333 a^2 = 0.53763 A^2, finite-difference metric = 0.083333 a^2
Omega_I = 1.61290 A^2, A = 0.0041452 a^4
h_0..h_4 = 1.377938 -0.261209 0.082323 -0.013713 0.004134
M = 2.8372975, W = 0.2527310, Z(1) = 0.451103, Z(2) = 1.114797
kappa = 0.042900 (from mesh sums 0.042899)
Rc/L = 0.62035, (L-Rc)/L = 0.37965, L v(0)/(e^2 V) = 2.41799
isolated orbital E_x = -11.079847 eV
exact E_x = -2.189486592 e^2/a = -12.4125318 eV per cell
real-space quadrature E_x = -12.4125318 eV
N=4: L = 10.16 A, Rc = 6.3028 A, s1(2pi/L) = 0.830913
N=4: chi_cos = 0.055205 /a, 4 pi e^2 chi_cos = 3.93284 eV
N=4: e^2 M/L = 4.02127 eV, 4 pi e^2 chi_Gauss = 3.92851 eV
N=4: SA Q=0 term = -3.42699 eV, SA real space = -12.467046 eV
N=4: E[bare] = -8.501345 eV
N=4: E[Madelung] = -12.522612 eV
N=4: E[GB-cos] = -12.434183 eV
N=4: E[GB-Gauss] = -12.429851 eV
N=4: E[SA] = -12.467046 eV
N=4: E[Rc=L/2] = -12.421836 eV
error E_N - E in eV (GB-Gauss uses tau = beta)
  N        bare   Madelung     GB-cos   GB-Gauss         SA     Rc=L/2
  2   6.925e+00 -1.117e+00 -3.190e-01 -3.751e-01 -9.244e-01 -2.259e-01
  3   5.167e+00 -1.947e-01  6.180e-02  2.517e-02 -1.655e-01  8.793e-02
  4   3.911e+00 -1.101e-01 -2.165e-02 -1.732e-02 -5.451e-02 -9.305e-03
  5   3.170e+00 -4.674e-02 -9.481e-03  7.570e-04 -6.503e-03  3.578e-03
  6   2.652e+00 -2.876e-02 -9.881e-03 -1.271e-03 -3.915e-03 -5.023e-04
  8   1.999e+00 -1.179e-02 -4.824e-03 -1.911e-04 -2.506e-04 -2.649e-05
 10   1.603e+00 -5.991e-03 -2.626e-03 -5.440e-05 -1.642e-05 -1.356e-06
 12   1.337e+00 -3.457e-03 -1.567e-03 -2.131e-05 -1.650e-06 -6.853e-08
 16   1.004e+00 -1.454e-03 -6.801e-04 -5.028e-06 -1.303e-08 -1.721e-10
 20   8.035e-01 -7.437e-04 -3.526e-04 -1.646e-06 -1.011e-10 -4.305e-13
 24   6.698e-01 -4.301e-04 -2.054e-04 -6.611e-07 -9.869e-13  2.518e-15
bare: N^1 x error = 2.83730 (predicted 2.83730) e^2/a; predicted 16.0851 eV
Madelung: N^3 x error = -1.04720 (predicted -1.04720) e^2/a; predicted -5.9367 eV
GB-cos: N^3 x error = -0.50813 (predicted -0.50810) e^2/a; predicted -2.8805 eV
GB-Gauss: N^5 x error = -0.92764 (predicted -0.92766) e^2/a; predicted -5.2590 eV
SA rate per unit N: fitted (N=12..22) 1.1318, predicted 1.1389
tail rate 2 mu Rc/N = 1.8611, interference rate mu a = 1.5000
N for 1 meV, bare (from e^2 M/L): 16086
N for 1 meV, Madelung: 19 (6859 k points)
N for 1 meV, GB-cos: 15 (3375 k points)
N for 1 meV, GB-Gauss: 7 (343 k points)
N for 1 meV, SA: 7 (343 k points)
N for 1 meV, Rc=L/2: 6 (216 k points)
```
